# Threshold Speed for Kinetic Electron Emission from a Free-Electron Metal, part 1

(Sections cited here and not found follow in the second part.)

## From one collision to the threshold speed

Let a heavy ion move with speed $v$ toward a free electron at rest. An observer riding on the ion sees the electron approach with speed $v$. If the encounter is head-on and elastic, and the ion is so heavy that its own motion is not disturbed, this observer sees the electron go back along its line of approach with the same speed $v$. In the laboratory the ion's velocity has to be added again. The electron therefore ends with speed $v+v=2v$, and it has gained the energy

$$
\tfrac12 m(2v)^2=2mv^2 ,
$$

where $m$ is the electron mass.

Now let the electron move toward the ion with speed $u$ before the collision. The speed of approach is $u+v$. After the reversal the electron recedes from the ion at $u+v$, while the ion itself moves at $v$ in the same direction. The final speed in the laboratory is

$$
u'=(u+v)+v=u+2v .
$$

The speed rises by $2v$ in both cases, but the energy does not rise by the same amount:

$$
\tfrac12 m(u+2v)^2-\tfrac12 mu^2
=\tfrac12 m(4uv+4v^2)=2mv(u+v). \tag{1}
$$

For $u=0$ this returns the first result. For $u$ much larger than $v$ the gain is nearly $2muv$, which is proportional to the speed that the electron already had. A slow ion can thus give an appreciable energy to a fast electron, although it gives very little to an electron at rest. In a metal fast electrons are present even at zero temperature, because the Pauli principle fills states up to the Fermi energy. This is why an ion much slower than the electrons can cause emission.

The metal is described here as a uniform gas of free electrons. Energies are measured from the bottom of the conduction band, so that an electron of speed $u$ has energy $mu^2/2$. At zero temperature all states are filled up to the Fermi energy

$$
E_F=\tfrac12 mv_F^2 , \tag{2}
$$

which defines the Fermi speed $v_F$, and all higher states are empty. The work function $W$ is the energy needed to take an electron from the Fermi level to rest just outside the surface. The vacuum level therefore lies at $E_F+W$. An electron inside the metal with this energy has the speed $v_s$, given by

$$
\tfrac12 mv_s^2=E_F+W . \tag{3}
$$

The ion keeps a constant velocity $\mathbf v$ during the encounter. Its field is screened by the other electrons, so the struck electron is free before and after the collision. The collision is elastic in the sense that no energy goes into the internal state of the ion or into further electrons. The remaining electrons enter through the screening and through the Pauli principle, which forbids final states below $E_F$. That prohibition does not interfere with emission, since the vacuum level lies above $E_F$ and the states there are empty.

It remains to be shown that the head-on collision with an electron at the Fermi surface is the most favourable one. Let $\mathbf u$ and $\mathbf u'$ be the electron velocities before and after a collision of any geometry. In the frame of the ion the scattering centre is at rest, and a force from a fixed centre conserves the electron's energy. The speed relative to the ion is therefore unchanged:

$$
|\mathbf u'-\mathbf v|=|\mathbf u-\mathbf v| . \tag{4}
$$

The direction of the relative velocity after the collision depends on the impact parameter and on the force. Calling it the unit vector $\mathbf n$, one has

$$
\mathbf u'=\mathbf v+|\mathbf u-\mathbf v|\,\mathbf n . \tag{5}
$$

The length of a sum of two vectors is at most the sum of their lengths. Applied to equation (5), and then to $\mathbf u-\mathbf v$, this gives

$$
|\mathbf u'|\le v+|\mathbf u-\mathbf v|
\le v+|\mathbf u|+v\le v_F+2v . \tag{6}
$$

The last step uses the fact that no electron is initially faster than $v_F$. Each of the three inequalities becomes an equality under a condition of its own. The first requires $\mathbf n$ to point along $\mathbf v$. The second requires $\mathbf u$ to point against $\mathbf v$. The third requires $|\mathbf u|=v_F$. Together they describe an electron on the Fermi surface that meets the ion head-on and is thrown back along its path. No other single collision gives a higher final speed.

The source of the energy can be read from equation (4). Squaring both sides gives

$$
u'^2-2\mathbf u'\cdot\mathbf v+v^2=u^2-2\mathbf u\cdot\mathbf v+v^2 .
$$

The terms $v^2$ cancel. Multiplication by $m/2$ and rearrangement lead to

$$
\tfrac12 mu'^2-\tfrac12 mu^2=\mathbf v\cdot m(\mathbf u'-\mathbf u). \tag{7}
$$

The energy gained is the ion velocity times the momentum transferred along it. In the head-on collision the electron momentum changes from $-mv_F$ to $m(v_F+2v)$, a change of $2m(v_F+v)$. Multiplied by $v$, this is the gain of equation (1) with $u=v_F$. A fast electron gains more because it has more momentum to be reversed.

The threshold follows when the largest possible final speed in equation (6) is set equal to the speed at the vacuum level:

$$
v_F+2v_{\rm th}=v_s ,
\qquad
v_{\rm th}=\tfrac12(v_s-v_F). \tag{8}
$$

Division of equation (3) by equation (2) gives $v_s^2/v_F^2=1+W/E_F$. Both speeds are positive, so the positive square root applies, $v_s=v_F\sqrt{1+W/E_F}$. Inserted in equation (8), this yields

$$
\boxed{\;v_{\rm th}=\frac{v_F}{2}
\left[\sqrt{1+\frac{W}{E_F}}-1\right]\;} \tag{9}
$$

For $v<v_{\rm th}$ no single collision in this model brings an electron to the vacuum level. For $v>v_{\rm th}$ some do.

The same condition can be written as an energy balance, $2mv(v_F+v)=W$. Division by $2m$ gives the quadratic equation

$$
v^2+v_Fv-\frac{W}{2m}=0,
\qquad
v=-\frac{v_F}{2}\pm\frac12\sqrt{v_F^2+\frac{2W}{m}} .
$$

By equation (3) the square root is $v_s$. The upper sign reproduces equation (8). The lower sign gives $v=-(v_F+v_s)/2$, and it also has a meaning. A negative $v$ describes an ion that moves in the same direction as the electron. Its speed $(v_F+v_s)/2$ exceeds $v_F$, so it overtakes the electron and strikes it from behind. This collision also leads to the final speed $v_s$, but it needs a much faster ion and does not set the threshold.

A third form is useful for estimates. Since $v_s^2-v_F^2=2W/m$ and $v_s^2-v_F^2=(v_s-v_F)(v_s+v_F)$, equation (8) becomes

$$
v_{\rm th}=\frac{W}{m(v_s+v_F)} . \tag{10}
$$

If $W$ is held fixed and $E_F$ is raised, both speeds in the denominator grow and the threshold falls. A metal with faster electrons emits at a lower ion speed, provided its work function is the same.

Two limits show how the formula works. Write $x=W/E_F$. For small $x$ the square root is $1+x/2-x^2/8+\dots$, so that

$$
v_{\rm th}=\frac{v_F}{4}\,x\left(1-\frac{x}{4}+\dots\right).
$$

The leading term can be rewritten with $E_F=mv_F^2/2$:

$$
\frac{v_F}{4}\frac{W}{E_F}=\frac{v_F}{4}\,\frac{2W}{mv_F^2}=\frac{W}{2mv_F}. \tag{11}
$$

This is the speed at which the gain $2mvv_F$ equals $W$, with the small term $2mv^2$ left out. Leaving out a positive gain makes the estimate too high, by the fraction $x/4$ of the threshold to first order in $x$. In the opposite limit $E_F$ tends to zero at fixed $W$. Then $v_F$ vanishes, $v_s$ tends to $\sqrt{2W/m}$, and equation (8) gives $v_{\rm th}=\sqrt{W/2m}$. This satisfies $2mv^2=W$, the condition for an electron at rest.

Aluminium is a suitable example, since its conduction electrons are nearly free. The calculation takes $E_F=11.7$ eV and $W=4.3$ eV as assumed, rounded inputs. The Fermi speed is $v_F=\sqrt{2E_F/m}=2029$ km/s, and the ratio of energies is $W/E_F=0.3675$. Hence

$$
v_{\rm th}=\frac{2029\ \text{km/s}}{2}\,(1.1694-1)\approx 172\ \text{km/s}.
$$

The ion needs about 8.5 % of the Fermi speed. The speed at the vacuum level is $v_s=2372$ km/s, only about 340 km/s above $v_F$, and the collision has to supply this difference as $2v$. The estimate (11) gives 186 km/s, which is 8.5 % above the threshold; the first-order prediction $x/4$ for this excess is 9.2 %.

An electron at the bottom of the band would need a much faster ion. With zero initial speed the condition is $2v=v_s$, or $v=1186$ km/s. This is 6.9 times the threshold speed and, for a given ion, 48 times the threshold energy. The motion of the electrons at the Fermi surface is thus essential to the number, and not a small correction to a collision with electrons at rest.

The threshold speed does not depend on the ion mass $M$ as long as $M\gg m$. The threshold energy of the ion does, because

$$
E_{\rm th}=\tfrac12 Mv_{\rm th}^2 . \tag{12}
$$

With masses rounded to 1, 14 and 40 atomic mass units, this gives 153 eV for H$^+$, 2.1 keV for N$^+$ and 6.1 keV for Ar$^+$. At equal kinetic energy a light ion is faster, and it reaches the threshold at a lower accelerating voltage.

One point in the derivation may look doubtful. A positive ion attracts the electron, whereas the picture of a rebound suggests repulsion. Equation (4) holds for either sign of the force, and the question is whether an attractive centre can also turn the electron back. It can. An electron with a small impact parameter swings closely round the centre and leaves almost along the line on which it came.

This was tested by integrating the equation of motion in the laboratory frame. The ion moved at constant speed and attracted the electron with the potential energy $-(e^2/4\pi\varepsilon_0 r)\,e^{-r/a_0}$, where $a_0$ is the Bohr radius. The electron started at the Fermi speed toward the ion with an impact parameter of $0.02\,a_0$. The ion speed at which its final energy reached $E_F+W$ was 171.8 km/s, in agreement with equation (9) to the digits given. This calculation did not use the ion frame or the assumption of a complete reversal. The classical orbit is an illustration only, since the impact parameter is far below the electron wavelength of about $6\,a_0$. In quantum scattering from the same potential the backward cross-section is finite, about $0.4\,a_0^2$ per steradian, so reversal by an attractive centre remains possible.

The bound (6) was tested in a different way. Two hundred thousand electrons were drawn at random from the filled Fermi sphere of the example and scattered elastically into random directions in the ion frame. At $0.99\,v_{\rm th}$ none of them reached the speed $v_s$. At $1.5\,v_{\rm th}$ more than a hundred did, and none exceeded $v_F+2v$.

The word "single" in the statement of the threshold matters. By equation (6) each collision with an ion of speed $v$ can raise the electron speed by up to $2v$. If an electron were turned round by the lattice and then met an ion head-on a second time, its speed could reach $v_F+4v$, and half the threshold speed would be enough. Such a sequence requires a second close encounter before the electron has lost its energy. The present model leaves it out.

In the free-electron model at zero temperature, a single collision with a heavy ion can raise an electron to the vacuum level only if the ion is faster than $v_{\rm th}$ of equation (9), about 172 km/s for the aluminium example. It remains to ask whether such an electron can escape through the surface, and how far the result survives outside the model's assumptions.
